# Rayleigh attenuation length of air and the blue-to-red scattering ratio: a program that tests the result

```python
"""Rayleigh attenuation length of air and the blue-to-red scattering ratio.

Result under test, for a dilute gas of independently placed small molecules:
    L = 3 pi N / (2 k^4 (n-1)^2 F),    F = 1 + (2/9) (anisotropy)^2
    R = (red/blue)^4 * ((n_blue-1)/(n_red-1))^2
N: number density, n: refractive index, k = 2 pi / wavelength,
anisotropy: (alpha_parallel - alpha_perpendicular) / mean alpha.
Dispersion model: n-1 proportional to 1/(1 - (resonance/wavelength)^2).
SI units; time factor exp(-i omega t); alpha is dipole moment / field.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

eps0, c, kB = const.epsilon_0, const.c, const.k
pi = np.pi

# Round model inputs
temperature = 288.0
pressure = const.atm
index_excess_green = 2.8e-4
green, blue, red = 550e-9, 450e-9, 650e-9
resonance = 75e-9
anisotropy = 0.5
molar_mass = 0.029

density = pressure / (kB * temperature)


def index_excess(wavelength, res=resonance):
    """n-1 from the one-resonance model, anchored at the green wavelength."""
    return (index_excess_green * (1 - (res / green)**2)
            / (1 - (res / wavelength)**2))


def cross_section(wavelength, excess, number_density, factor=1.0):
    k = 2 * pi / wavelength
    return 2 * k**4 * excess**2 * factor / (3 * pi * number_density**2)


def attenuation_length(wavelength, excess, number_density, factor=1.0):
    k = 2 * pi / wavelength
    return 3 * pi * number_density / (2 * k**4 * excess**2 * factor)


king = 1 + 2 * anisotropy**2 / 9
k_green = 2 * pi / green
alpha = 2 * eps0 * index_excess_green / density


# Test: forward field of a uniform sheet, summed from full dipole fields
def field_along_dipole(k, r, nx2):
    """Field component along a unit dipole; nx2 = squared direction cosine."""
    return (np.exp(1j * k * r) / (4 * pi * eps0)
            * (k**2 * (1 - nx2) / r + (3 * nx2 - 1) * (1 / r**3 - 1j * k / r**2)))


height = 0.3 * green


def sheet_integrand(s):
    # The radial path is turned into the complex plane, where the wave decays
    r = height + 1j * s / k_green
    mean_nx2 = (1 - height**2 / r**2) / 2
    return 2 * pi * r * field_along_dipole(k_green, r, mean_nx2) * 1j / k_green


sheet = (quad(lambda s: sheet_integrand(s).real, 0, 60, limit=200)[0]
         + 1j * quad(lambda s: sheet_integrand(s).imag, 0, 60, limit=200)[0])
phase_rate = sheet * np.exp(-1j * k_green * height) * density * alpha
assert abs(phase_rate / (1j * k_green * index_excess_green) - 1) < 1e-6

# Test: the local-field correction is negligible (Lorentz-Lorenz relation)
n_green = 1 + index_excess_green
alpha_local = 3 * eps0 * (n_green**2 - 1) / (n_green**2 + 2) / density
local_shift = abs(alpha_local / alpha - 1)
assert local_shift < index_excess_green


# Test: cross section from Poynting flux through a sphere in the near zone
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(10)
phis = 2 * pi * np.arange(16) / 16
directions = np.array([[np.sqrt(1 - u*u) * np.cos(f),
                        np.sqrt(1 - u*u) * np.sin(f), u]
                       for u in cos_nodes for f in phis])
solid_weights = np.repeat(cos_weights, 16) * 2 * pi / 16


def radiated_power(p, k, r):
    n = directions
    n_cross_p = np.cross(n, p)
    wave = np.exp(1j * k * r)
    near = 3 * n * (n @ p)[:, None] - p
    E = wave / (4 * pi * eps0) * (k**2 * np.cross(n_cross_p, n) / r
                                  + near * (1 / r**3 - 1j * k / r**2))
    H = c * k**2 / (4 * pi) * n_cross_p * wave / r * (1 - 1 / (1j * k * r))
    flux = 0.5 * np.real(np.sum(np.cross(E, np.conj(H)) * n, axis=1))
    return r**2 * np.sum(solid_weights * flux)


incident = np.array([1.0, 0.0, 0.0])
intensity = 0.5 * eps0 * c
sigma_iso = cross_section(green, index_excess_green, density)
sigma_air = cross_section(green, index_excess_green, density, king)
flux_iso = radiated_power(alpha * incident, k_green, 0.2 * green) / intensity
assert abs(flux_iso / sigma_iso - 1) < 1e-8

alpha_par = alpha * (1 + 2 * anisotropy / 3)
alpha_perp = alpha * (1 - anisotropy / 3)
flux_air = 0.0
for axis, weight in zip(directions, solid_weights / (4 * pi)):
    dipole = (alpha_perp * incident
              + (alpha_par - alpha_perp) * axis * (axis @ incident))
    flux_air += weight * radiated_power(dipole, k_green, 0.2 * green) / intensity
assert abs(flux_air / sigma_air - 1) < 1e-8

# Test: attenuation from the complex index, using the dipole's own field
small_r = 0.01 / k_green
self_field = field_along_dipole(k_green, small_r, 0.2).imag
assert abs(self_field / (k_green**3 / (6 * pi * eps0)) - 1) < 1e-4


def length_from_complex_index(number_density):
    alpha_damped = alpha / (1 - 1j * alpha * self_field)
    imag_index = number_density * alpha_damped.imag / (2 * eps0)
    return 1 / (2 * k_green * imag_index)


L_iso = attenuation_length(green, index_excess_green, density)
L_air = attenuation_length(green, index_excess_green, density, king)
assert abs(length_from_complex_index(density) / L_iso - 1) < 1e-4
# Half the density of the same gas: index excess halves, length doubles
L_thin = attenuation_length(green, index_excess_green / 2, density / 2)
assert abs(length_from_complex_index(density / 2) / L_thin - 1) < 1e-4
assert abs(L_thin / L_iso - 2) < 1e-9

# Test: random positions add intensities, a regular lattice cancels
rng = np.random.default_rng(7)
side, configurations = 7, 4000
molecules = side**3
q = 2 * pi * np.array([3.0, 2.0, 1.0])
random_sums = np.array([abs(np.exp(1j * (rng.random((molecules, 3)) @ q)).sum())**2
                        for _ in range(configurations)])
random_ratio = random_sums.mean() / molecules
# Statistical error is about 1/sqrt(4000) = 0.016; allow five of these
assert abs(random_ratio - 1) < 0.08
lattice = np.array(list(np.ndindex(side, side, side))) / side
lattice_ratio = abs(np.exp(1j * (lattice @ q)).sum())**2 / molecules
assert lattice_ratio < 1e-12


# Test: dispersion from the motion of a driven oscillator started at rest
def driven_amplitude(wavelength):
    """In-phase amplitude relative to the static one, over three periods.

    For the chosen wavelengths three drive periods hold a whole number of
    free periods, so the free motion drops out of the projection.
    """
    w = resonance / wavelength
    times = np.linspace(0, 6 * pi / w, 2001)
    motion = solve_ivp(lambda t, y: [y[1], -y[0] + np.cos(w * t)],
                       (0, times[-1]), [0.0, 0.0], method="DOP853",
                       t_eval=times, rtol=1e-10, atol=1e-12)
    return 2 * np.mean(motion.y[0][:-1] * np.cos(w * times[:-1]))


for colour in (blue, red):
    moved = driven_amplitude(colour) / driven_amplitude(green)
    assert abs(moved * index_excess_green / index_excess(colour) - 1) < 1e-6


def colour_ratio(res):
    return (red / blue)**4 * (index_excess(blue, res) / index_excess(red, res))**2


ratio_plain = (red / blue)**4
ratio_full = colour_ratio(resonance)
ratio_motion = ratio_plain * (driven_amplitude(blue) / driven_amplitude(red))**2
assert abs(ratio_motion / ratio_full - 1) < 1e-6
assert ratio_full > ratio_plain

# Test: local wavelength exponent by finite differences
step = 1e-4
sigma_up, sigma_down = [cross_section(w, index_excess(w), density)
                        for w in (green * np.exp(step), green * np.exp(-step))]
exponent_numeric = -np.log(sigma_up / sigma_down) / (2 * step)
exponent = 4 / (1 - (resonance / green)**2)
assert abs(exponent_numeric - exponent) < 1e-6

# Test: vertical column in an atmosphere that cools with height
mass = molar_mass / const.N_A
column = pressure / (mass * const.g)
lapse = 6.5e-3
power = mass * const.g / (kB * lapse)


def density_at(z):
    local_temperature = temperature - lapse * z
    local_pressure = pressure * (local_temperature / temperature)**power
    return local_pressure / (kB * local_temperature)


column_numeric = quad(density_at, 0, temperature / lapse)[0]
assert abs(column_numeric / column - 1) < 1e-6

# Effect of a mixture: 80 % and 20 % of molecules, polarizabilities 10 % apart
fractions, relative_alpha = np.array([0.8, 0.2]), np.array([1.0, 0.9])
mixture = (fractions @ relative_alpha**2) / (fractions @ relative_alpha)**2

print(f"temperature: {temperature:.0f} K")
print(f"pressure: {pressure:.0f} Pa")
print(f"number density N: {density:.4e} m^-3")
print(f"input n-1 at 550 nm: {index_excess_green:.2e}")
print(f"input resonance wavelength: {resonance*1e9:.0f} nm")
print(f"input anisotropy: {anisotropy:.2f}")
print(f"input molar mass: {molar_mass*1e3:.0f} g/mol")
print(f"wavenumber k at 550 nm: {k_green:.4e} m^-1")
print(f"k^4 at 550 nm: {k_green**4:.4e} m^-4")
print(f"polarizability alpha: {alpha:.4e} C m^2/V")
print(f"polarizability volume: {alpha/(4*pi*eps0):.4e} m^3")
print(f"relative local-field shift of alpha: {local_shift:.1e}")
print(f"molecules per cubic wavelength: {density*green**3:.2e}")
print(f"mean spacing N^(-1/3): {density**(-1/3)*1e9:.2f} nm")
print(f"random positions, intensity/molecules: {random_ratio:.3f}")
print(f"lattice positions, intensity/molecules: {lattice_ratio:.0e}")
print(f"cross section, isotropic: {sigma_iso:.4e} m^2")
print(f"cross section from Poynting flux: {flux_iso:.4e} m^2")
print(f"attenuation length, isotropic: {L_iso/1e3:.2f} km")
print(f"same from complex index: {length_from_complex_index(density)/1e3:.2f} km")
print(f"same gas at half density: {L_thin/1e3:.2f} km")
print(f"anisotropy factor F: {king:.4f}")
print(f"mixture factor (not applied): {mixture:.4f}")
print(f"cross section with F: {sigma_air:.4e} m^2")
print(f"attenuation length with F: {L_air/1e3:.2f} km")
print(f"attenuation length with F: {L_air:.3e} m")
print(f"attenuation coefficient with F: {1e3/L_air:.5f} km^-1")
for trial in (2.75e-4, 2.85e-4):
    L_trial = attenuation_length(green, trial, density, king)
    print(f"length with F if n-1 = {trial:.2e}: {L_trial/1e3:.2f} km")
for name, colour in (("450 nm", blue), ("550 nm", green), ("650 nm", red)):
    excess = index_excess(colour)
    L_colour = attenuation_length(colour, excess, density, king)
    depth = column * cross_section(colour, excess, density, king)
    print(f"{name}: n-1 = {excess:.4e}")
    print(f"{name}: attenuation length with F = {L_colour/1e3:.2f} km")
    print(f"{name}: zenith optical depth = {depth:.4f}")
    print(f"{name}: zenith transmission = {np.exp(-depth):.4f}")
print(f"blue/red ratio, fourth power only: {ratio_plain:.4f}")
print(f"dispersion factor in ratio: {ratio_full/ratio_plain:.4f}")
print(f"blue/red ratio with dispersion: {ratio_full:.4f}")
print(f"blue/red ratio from oscillator motion: {ratio_motion:.4f}")
for trial in (65e-9, 85e-9):
    print(f"ratio if resonance = {trial*1e9:.0f} nm: {colour_ratio(trial):.4f}")
print(f"local exponent at 550 nm: {exponent:.4f}")
print(f"vertical column: {column:.4e} m^-2")
print(f"equivalent height column/N: {column/density/1e3:.2f} km")
print("every check passed")
```

Output:

```
temperature: 288 K
pressure: 101325 Pa
number density N: 2.5482e+25 m^-3
input n-1 at 550 nm: 2.80e-04
input resonance wavelength: 75 nm
input anisotropy: 0.50
input molar mass: 29 g/mol
wavenumber k at 550 nm: 1.1424e+07 m^-1
k^4 at 550 nm: 1.7032e+28 m^-4
polarizability alpha: 1.9458e-40 C m^2/V
polarizability volume: 1.7488e-30 m^3
relative local-field shift of alpha: 4.7e-05
molecules per cubic wavelength: 4.24e+06
mean spacing N^(-1/3): 3.40 nm
random positions, intensity/molecules: 1.003
lattice positions, intensity/molecules: 1e-32
cross section, isotropic: 4.3638e-31 m^2
cross section from Poynting flux: 4.3638e-31 m^2
attenuation length, isotropic: 89.93 km
same from complex index: 89.93 km
same gas at half density: 179.86 km
anisotropy factor F: 1.0556
mixture factor (not applied): 1.0017
cross section with F: 4.6062e-31 m^2
attenuation length with F: 85.20 km
attenuation length with F: 8.520e+04 m
attenuation coefficient with F: 0.01174 km^-1
length with F if n-1 = 2.75e-04: 88.32 km
length with F if n-1 = 2.85e-04: 82.23 km
450 nm: n-1 = 2.8264e-04
450 nm: attenuation length with F = 37.47 km
450 nm: zenith optical depth = 0.2247
450 nm: zenith transmission = 0.7987
550 nm: n-1 = 2.8000e-04
550 nm: attenuation length with F = 85.20 km
550 nm: zenith optical depth = 0.0988
550 nm: zenith transmission = 0.9059
650 nm: n-1 = 2.7850e-04
650 nm: attenuation length with F = 167.99 km
650 nm: zenith optical depth = 0.0501
650 nm: zenith transmission = 0.9511
blue/red ratio, fourth power only: 4.3531
dispersion factor in ratio: 1.0300
blue/red ratio with dispersion: 4.4836
blue/red ratio from oscillator motion: 4.4836
ratio if resonance = 65 nm: 4.4503
ratio if resonance = 85 nm: 4.5225
local exponent at 550 nm: 4.0758
vertical column: 2.1456e+29 m^-2
equivalent height column/N: 8.42 km
every check passed
```
